\section*{The Zener damping peak of a thin silicon ring}

\section*{Problem}

A free silicon ring has mean radius $R=3$ mm and a rectangular cross-section of radial thickness $h\ll R$ and axial height $b=100\ \mu$m. It is cut from a (111) wafer, in whose plane Young's modulus $E$ is the same in every direction. The ring vibrates in its own plane with radial displacement proportional to $\cos 2\varphi$, where $\varphi$ is the angle around the ring. Rough data for silicon at $T_0=300$ K are
\[
\begin{aligned}
&E=170\ \text{GPa},\qquad \rho=2330\ \text{kg/m}^3,\qquad k=145\ \text{W/(m K)},\\
&c=700\ \text{J/(kg K)},\qquad \alpha=2.6\times10^{-6}\ \text{K}^{-1},
\end{aligned}
\]
for modulus, density, thermal conductivity, specific heat and linear thermal expansion. The surfaces are thermally insulated, heat obeys Fourier's law, and the damping is weak.

\begin{enumerate}
\item[(a)] Find the angular frequency $\omega$ of the in-plane flexural mode with $n$ waves around the ring, then set $n=2$.
\item[(b)] Find the thermoelastic loss $1/Q$ of this mode, and the condition for Zener's damping peak.
\item[(c)] Show that the $n=2$ mode sits at the peak when $h$ is about $106\ \mu$m. Find the frequency and $Q$ there, and $Q$ at half and at twice this thickness.
\item[(d)] Judge how far the approximations and the conditions of use move the thickness.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Bending a thin ring costs far less energy than stretching it. Set the hoop strain of the centreline to zero; this ties the tangential displacement to the radial one.
\item A rigid translation has $n=1$ and must give no strain. Use this to test your bending strain.
\item The stretched side of the section cools and the compressed side warms. Heat then crosses the thickness. Expand the temperature in functions with zero slope at both faces.
\item The loss comes from the part of the temperature that is out of phase with the strain.
\item Before inserting numbers, ask how $\omega$ and the thermal relaxation time each depend on $h$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Frequency of the ring}

Let $w$ be the outward radial displacement and $v$ the tangential displacement of the centreline; primes on them denote $d/d\varphi$. The centreline hoop strain is $(v'+w)/R$. Setting it to zero with $w=W\cos n\varphi$ gives
\begin{equation}
v'=-W\cos n\varphi,\qquad v=-\frac{W}{n}\sin n\varphi .
\end{equation}
The integration constant is a rigid rotation and is dropped.

Let $x$ be the radial distance from the centreline. If cross-sections stay plane and normal to the centreline, the tangential displacement at $x$ is $v+(x/R)(v-w')$. The hoop strain at radius $R+x$ is then
\begin{equation}
\varepsilon=\frac{v'+w+(x/R)(v'-w'')}{R+x}
=-\frac{x\,(w+w'')}{R(R+x)}\simeq-\frac{x\,(w+w'')}{R^2},
\end{equation}
where $v'=-w$ was used, and $x\ll R$ in the last step. Since $w''=-n^2w$,
\begin{equation}
\varepsilon=\kappa x,\qquad \kappa=\frac{(n^2-1)W\cos n\varphi}{R^2}.
\label{strain}
\end{equation}
It vanishes for $n=1$, as a translation requires.

Let $A=bh$ and $I=bh^3/12$. The stress is taken as uniaxial along the hoop, because the side faces are free. Using $\int_0^{2\pi}\cos^2n\varphi\,d\varphi=\pi$, the largest strain energy is
\begin{equation}
U_{\max}=\frac{E}{2}\int\varepsilon^2\,dA\,R\,d\varphi
=\frac{\pi EI(n^2-1)^2W^2}{2R^3}.
\end{equation}
The largest kinetic energy, without the small rotary inertia of the sections, is
\begin{equation}
K_{\max}=\frac{\rho A\omega^2}{2}\int_0^{2\pi}(w^2+v^2)R\,d\varphi
=\frac{\pi\rho AR\omega^2W^2}{2}\left(1+\frac1{n^2}\right).
\end{equation}
In undamped harmonic motion these are equal, so
\begin{equation}
\omega^2=\frac{EI}{\rho AR^4}\,\frac{n^2(n^2-1)^2}{n^2+1}.
\end{equation}
With $I/A=h^2/12$ and $n=2$ the last fraction is $4\times9/5=7.2$, and
\begin{equation}
\omega=\sqrt{\frac{7.2}{12}}\,\frac{h}{R^2}\sqrt{\frac E\rho}
=0.7746\,\frac{h}{R^2}\sqrt{\frac E\rho}.
\label{omega}
\end{equation}
The height $b$ has cancelled, since it multiplies stiffness and mass alike.

\subsection*{(b) Thermoelastic loss}

Let $\vartheta$ be the temperature change. For uniaxial stress $\sigma$, the strain is $\sigma/E+\alpha\vartheta$ and the entropy change per volume is $\rho c\vartheta/T_0+\alpha\sigma$, with $c$ taken at constant stress. Multiplying the entropy rate by $T_0$ and equating it to the heat conducted in gives
\begin{equation}
\rho c\,\dot\vartheta+T_0\alpha\dot\sigma=k\,\partial_x^2\vartheta .
\end{equation}
Insert $\sigma=E(\varepsilon-\alpha\vartheta)$. The term $-T_0E\alpha^2\dot\vartheta$ changes the heat capacity by the relative amount
\begin{equation}
\Delta=\frac{E\alpha^2T_0}{\rho c},
\end{equation}
which is about $2\times10^{-4}$ here and is dropped. With $\chi=k/(\rho c)$,
\begin{equation}
\dot\vartheta=\chi\,\partial_x^2\vartheta-\frac{E\alpha T_0}{\rho c}\,\dot\varepsilon,
\qquad \partial_x\vartheta=0\ \text{at}\ x=\pm\frac h2 .
\label{heat}
\end{equation}
The minus sign says that stretching cools the material. Conduction around the ring has been left out; part (d) gives its size.

The functions $\psi_j=\sin(j\pi x/h)$ with odd $j$ have zero slope at both faces, because $\cos(j\pi/2)=0$. Write $x=\sum a_j\psi_j$. Since $\int\psi_j^2dx=h/2$, one integration by parts, whose boundary term vanishes, gives
\begin{equation}
a_j=\frac2h\int_{-h/2}^{h/2}x\sin\frac{j\pi x}{h}\,dx
=\frac2h\left(\frac{h}{j\pi}\right)^2 2\sin\frac{j\pi}2
=\frac{4h}{\pi^2j^2}(-1)^{(j-1)/2}.
\end{equation}
A temperature pattern $\psi_j$ left to itself decays at the rate $\chi(j\pi/h)^2=1/\tau_j$, so
\begin{equation}
\tau_j=\frac{\tau}{j^2},\qquad \tau=\frac{h^2}{\pi^2\chi}.
\label{tau}
\end{equation}

Let the strain be the real part of $\kappa x e^{i\omega t}$, and let the temperature be the real part of $\sum\Theta_j\psi_je^{i\omega t}$. Equation (\ref{heat}) becomes
\begin{equation}
\left(i\omega+\frac1{\tau_j}\right)\Theta_j=-i\omega\frac{E\alpha T_0}{\rho c}\kappa a_j,
\qquad
\Theta_j=-\frac{E\alpha T_0}{\rho c}\kappa a_j\,\frac{i\omega\tau_j}{1+i\omega\tau_j}.
\end{equation}
The imaginary part of the last fraction is $\omega\tau_j/(1+\omega^2\tau_j^2)$.

The elastic part of the stress does no net work over a cycle. The thermal part does, per volume,
\begin{equation}
\oint\sigma\,d\varepsilon=-E\alpha\oint\vartheta\,d\varepsilon
=-\pi E\alpha\,\kappa x\,\mathrm{Im}\sum_j\Theta_j\psi_j .
\end{equation}
The factor $\pi$ arises because the out-of-phase part of $\vartheta$ varies as $-\sin\omega t$, as does $\dot\varepsilon$, and $\omega\oint\sin^2\omega t\,dt=\pi$. Integrating over $x$ with $\int x\psi_jdx=a_jh/2$ gives the energy lost per cycle and per area of the middle surface,
\begin{equation}
D=\pi E\Delta\,\kappa^2\sum_j\frac{a_j^2h}{2}\,\frac{\omega\tau_j}{1+\omega^2\tau_j^2}.
\end{equation}
The stored energy on the same basis is $S=E\kappa^2h^3/24$. By definition $1/Q=D/(2\pi S)$, and so
\begin{equation}
\frac1Q=\Delta\sum_{j\ \mathrm{odd}}\frac{96}{\pi^4j^4}\,
\frac{\omega\tau_j}{1+\omega^2\tau_j^2}.
\label{full}
\end{equation}
Since $\kappa$ has cancelled, the ratio is the same at every angle and holds for the whole ring.

The first term carries the weight $96/\pi^4=0.9855$. Zener's approximation gives the whole weight to this term:
\begin{equation}
\frac1Q\simeq\Delta\,\frac{y}{1+y^2},\qquad y=\omega\tau,\qquad
\frac{d}{dy}\frac{y}{1+y^2}=\frac{1-y^2}{(1+y^2)^2}.
\label{zener}
\end{equation}
The peak is therefore at $\omega\tau=1$, with $1/Q=\Delta/2$. For $\omega\tau\ll1$ heat crosses the section quickly and the temperature stays nearly uniform. For $\omega\tau\gg1$ it has no time to cross. In either limit little entropy is produced per cycle.

\subsection*{(c) Thickness at the peak}

The frequency grows as $h$ and the relaxation time as $h^2$. Multiplying (\ref{omega}) by (\ref{tau}),
\begin{equation}
\omega\tau=\frac{0.7746\sqrt{E/\rho}}{\pi^2\chi R^2}\,h^3
=\left(\frac{h}{h_*}\right)^3,\qquad
h_*=\left[\frac{\pi^2\chi R^2}{0.7746}\sqrt{\frac\rho E}\right]^{1/3}.
\label{hstar}
\end{equation}
Since $\omega\tau$ rises steadily with $h$ and $\Delta$ does not depend on $h$, the loss (\ref{zener}) at fixed $R$ has one maximum as a function of thickness, at $h=h_*$.

For the data given, $\chi=145/(2330\times700)=8.890\times10^{-5}$ m$^2$/s and $\sqrt{E/\rho}=8542$ m/s. Then
\begin{equation}
h_*^3=\frac{\pi^2\,(8.890\times10^{-5})(3\times10^{-3})^2}{0.7746\times8542}\ \text{m}^3
=1.1935\times10^{-12}\ \text{m}^3,
\end{equation}
and the cube root is $h_*=1.06\times10^{-4}$ m, or $106\ \mu$m, as was to be shown. The ratio $h_*/R=0.035$ is small, as the thin-ring theory needs.

At this thickness (\ref{tau}) gives $\tau=12.8\ \mu$s. The peak condition then gives $\omega=1/\tau=7.80\times10^4$ rad/s, a frequency of 12.4 kHz. The relaxation strength is
\begin{equation}
\Delta=\frac{(170\times10^9)(2.6\times10^{-6})^2\,300}{2330\times700}=2.11\times10^{-4}.
\end{equation}
Zener's form gives $Q=2/\Delta\simeq9500$, and the sum (\ref{full}) gives about 9600.

At half the thickness, $53\ \mu$m, $\omega\tau=1/8$; at twice the thickness, $212\ \mu$m, $\omega\tau=8$. Zener's form is unchanged when $y$ is replaced by $1/y$, so it gives both rings the same $Q$. The full sum gives about 38\,900 for the thin ring and 37\,000 for the thick one. The difference comes from the terms with $j\geq3$, which peak at $\omega\tau=j^2$ and so add more loss on the thick side. Thermoelastic $Q$ thus rises about fourfold in either direction, at fixed radius and temperature.

\subsection*{(d) How firm is the thickness?}

\paragraph{Higher thermal modes.} At $\omega\tau=1$ the terms with $j\geq3$ in (\ref{full}) are still rising, so the true maximum lies slightly higher. Near $y=1$ the slope of $y/(1+y^2)$ is $-(y-1)/2$. The slope of the higher terms there, in units of $\Delta$, is
\[
\sum_{j=3,5,\ldots}\frac{96}{\pi^4j^6}\,\frac{1-j^{-4}}{(1+j^{-4})^2}\simeq0.00138 .
\]
The two balance when $0.9855\,(y-1)/2=0.00138$, or $y=1.0028$. Because $y\propto h^3$, the thickness rises by one third of this excess, about $0.1\%$.

\paragraph{Conduction around the ring.} The neglected rate $\chi n^2/R^2$, divided by the rate $\chi\pi^2/h^2$ across the section, is $(2h/\pi R)^2=5\times10^{-4}$ for $n=2$. It shortens $\tau$ by this fraction, and since $\omega\tau\propto h^3$ the peak thickness rises by a third of it, about $0.02\%$.

\paragraph{Thin-ring mechanics.} Stretch, shear, rotary inertia and curvature can be restored by treating the ring as a two-dimensional annulus in plane stress, with Poisson ratio 0.26. I expanded the radial dependence of both displacements and of the temperature in polynomials up to degree five and solved the elastic and heat equations by Galerkin's method. The heat source was the rate of change of the sum of radial and hoop stress. The frequency at $h_*$ comes out $0.06\%$ below (\ref{omega}), and the largest loss, found by varying $h$ numerically, falls at $106.2\ \mu$m. These corrections are far smaller than the $1.6\%$ by which a $5\%$ error in $\chi$ would move the thickness. The annulus is isotropic and so leaves out shears that hoop stress causes in a (111) wafer: one between the hoop and axial directions and one between the radial and axial directions, each varying around the ring. Blocking both completely would raise the bending stiffness by at most $2.8\%$ and lower the peak thickness by less than $0.5\%$.

\paragraph{Material and real devices.} Equation (\ref{hstar}) gives $h_*\propto\chi^{1/3}R^{2/3}(\rho/E)^{1/6}$, so errors in the data are softened by the roots. Silicon ring gyroscopes can have millimetre radii, widths of order $100\ \mu$m and frequencies of order 10 kHz, so the example lies in their regime. One assumption they break is that of a free ring: supporting legs add stiffness and mass. If they raised the frequency by $10\%$ at every $h$, without adding thermoelastic loss of their own, the peak would move to a thickness about $3\%$ smaller, since $h_*^3$ varies inversely with $\omega/h$. Temperature matters more. With a rough law $k\propto T^{-1.3}$ and the other data held fixed, $h_*$ is about $115\ \mu$m at 250 K and $99\ \mu$m at 350 K. The specific heat of silicon also changes: it is roughly $9\%$ lower at 250 K and $6\%$ higher at 350 K than at 300 K. This widens the spread to about $118$ and $97\ \mu$m. The conductivity used here is that of lightly doped silicon. Heavy doping lowers it; $k=100$ W/(m K), for example, would move $h_*$ to about $94\ \mu$m. Gas damping and support loss lower the total $Q$. If they depend on $h$, they can also shift the maximum of the total loss, which is not the quantity found here.

\section*{Variation 1: a larger ring and a taller ring}

\emph{How do the peak thickness and frequency change if $R$ is doubled? What changes if instead the ring is made very tall?}

From (\ref{hstar}), $h_*\propto R^{2/3}$. Doubling $R$ to 6 mm multiplies the thickness by $2^{2/3}=1.587$, giving about $168\ \mu$m. At the peak $\omega=1/\tau\propto h_*^{-2}\propto R^{-4/3}$, so the frequency falls by the factor $2^{-4/3}=0.397$, from 12.4 to about 4.9 kHz. The two-dimensional calculation of part (d), repeated at 6 mm, puts the largest loss at $169\ \mu$m.

The height cancels while the section can contract freely along the axis. Bending gives the two sides opposite axial strains, which would curve the section along its height. For a tall ring this curving conflicts with the hoop geometry and is suppressed when $b^2\gg Rh$. Here $b^2/(Rh)=0.03$, so it is free. In the tall limit the axial strain vanishes, and for an isotropic material the bending modulus becomes $E/(1-\nu^2)$, where $\nu$ is Poisson's ratio. The frequency rises and, by $h_*\propto E^{-1/6}$, the thickness falls. The loss changes more. The suppressed strain leaves an axial stress $\nu$ times the hoop stress. At given hoop stress this multiplies the heat source by $1+\nu$, the energy lost by $(1+\nu)^2$ and the stored energy by $1-\nu^2$, so $1/Q$ grows by the factor $(1+\nu)/(1-\nu)$. Treating silicon as isotropic with $\nu=0.26$ gives a peak thickness of about $105\ \mu$m and a $Q$ there of about 5600 instead of 9600. Silicon contracts less along the wafer normal than in the wafer plane, so the loss of the real crystal grows less. With the rough cubic stiffnesses of Variation 2, the tall limit gives a $Q$ of about 6500 to 6700, depending on how far the shears named in part (d) are blocked; the peak thickness stays between 105 and $106\ \mu$m.

\section*{Variation 2: a ring from a (100) wafer}

\emph{The same ring is cut from a (100) wafer. Where is the peak now?}

With $\varphi$ measured from a cube axis, the modulus along the hoop direction obeys
\begin{equation}
\frac1{E(\varphi)}=s_{11}-2\left(s_{11}-s_{12}-\tfrac12s_{44}\right)\sin^2\varphi\cos^2\varphi ,
\end{equation}
where $s_{ij}$ are the cubic compliances. The hoop direction is at right angles to the radius, but the expression is unchanged by a turn of $90^\circ$. Rough stiffnesses $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa give values from 130 GPa along the cube axes to 170 GPa along the face diagonals.

The patterns $\cos2\varphi$ and $\sin2\varphi$ now differ in stiffness. To a first approximation each feels the average of $E(\varphi)$ weighted with its squared curvature:
\begin{equation}
E_{\cos,\sin}\simeq\frac1{2\pi}\int_0^{2\pi}E(\varphi)\,(1\pm\cos4\varphi)\,d\varphi .
\end{equation}
The cosine pattern bends most at the soft directions and has the lower frequency. The varying modulus also mixes in the harmonics 6, 10, 14 and so on. A Rayleigh--Ritz calculation with harmonics 2, 6, 10 and 14, still without centreline stretch, gives effective moduli of 138 and 158 GPa.

Thermal conduction in a cubic crystal is isotropic, so $\tau$ is the same all around the ring and the peak condition remains $\omega\tau=1$. Scaling by $E^{-1/6}$ gives
\begin{equation}
h_{\cos}=106\left(\frac{170}{138}\right)^{1/6}\simeq110\ \mu\text{m},\qquad
h_{\sin}=106\left(\frac{170}{158}\right)^{1/6}\simeq107\ \mu\text{m}.
\end{equation}
At equal thickness the two frequencies differ by about $7\%$, since $\sqrt{158/138}=1.07$. The peak thicknesses differ by only about $2\%$, because the frequency enters through a cube root. A thickness midway between them is about $1\%$ from each peak, so $\omega\tau$ is about $3\%$ from one. Near $y=1$, $2y/(1+y^2)\simeq1-(y-1)^2/2$, so each mode then has a loss within about $0.1\%$ of its own maximum: both members of the pair are, in practice, at the peak together.
